# Complex band structure from principal-layer blocks with singular coupling, part 2

A crystal is cut into layers of $N$ orbitals with coefficient vectors $c_n$. We seek its modes $c_n=\lambda^n\phi$ without inverting $A$ or $B$ in

$$B^\dagger c_{n-1}+Ac_n+Bc_{n+1}=0,\qquad A=H_{00}-ES_{00}=A^\dagger,\qquad B=H_{01}-ES_{01}.$$

Hartree atomic units are used; the wave vector along the layers is real and fixed, and $E$ is real. Modes obey $Q(\lambda)\phi=0$, with $Q(\lambda)=B^\dagger+\lambda A+\lambda^2B$ and $P(\lambda)=Q/\lambda=A+\lambda B+B^\dagger/\lambda$. For $\lambda=e^{i\theta}$ (Bloch waves), $P=H(\theta)-ES(\theta)$ is Hermitian and $S(\theta)$ positive definite; roots with $|\lambda|<1$ decay towards large $n$. The Green function is $\mathcal G=(ES-H)^{-1}$.

Roots pair as $\lambda$ and $1/\lambda^*$ with equal multiplicity, zero with infinity. In $\det Q=\sum_ja_j\lambda^j$, $a_j=a_{2N-j}^*$.

Write $B=U\Sigma V^\dagger$, with $\Sigma$ the $r\times r$ diagonal matrix of nonzero singular values; $U_\perp,V_\perp$ complete $U,V$ to unitary matrices. The bases $[V\,V_\perp]^\dagger Q[U\,U_\perp]$ give $|a_{N-r}|=\det\Sigma\,|\det V_\perp^\dagger AU_\perp|$ and at least $N-r$ roots at zero.

Let $\alpha_n=V^\dagger c_n$, $\beta_n=U^\dagger c_n$, $\Phi_n=(\alpha_n,\beta_{n-1})$, $|\lambda_0|=1$, $G=-P(\lambda_0)^{-1}$, $G_{XY}=X^\dagger GY$. Then $K_0\Phi_n=K_1\Phi_{n+1}$ with

$$K_0=\begin{pmatrix}I+\lambda_0G_{VU}\Sigma&-G_{VV}\Sigma\\ \lambda_0G_{UU}\Sigma&-G_{UV}\Sigma\end{pmatrix},\quad K_1=\begin{pmatrix}G_{VU}\Sigma&-G_{VV}\Sigma/\lambda_0\\G_{UU}\Sigma&-I-G_{UV}\Sigma/\lambda_0\end{pmatrix}.$$

A mode obeys $K_0y=\lambda K_1y$, $y=(y_1,y_2)$, and $\phi=G[(\lambda-\lambda_0)U\Sigma y_1+(1-\lambda/\lambda_0)V\Sigma y_2]$. This small pencil drops $N-r$ roots at zero and $N-r$ at infinity and keeps the rest. The QZ algorithm returns each $\lambda$ as a ratio, so infinite roots are allowed.

The example is a honeycomb lattice cut into zigzag chains: sites $a,b$ at energies $\pm\Delta$, hopping $t$, overlap $s$, bond length $d$, chain spacing $a_\perp$, parallel phase $q$, $\tau=t-Es$, $f=1+e^{iq}$. In the order $(a,b)$,

$$A=\begin{pmatrix}\Delta-E&\tau f\\ \tau f^*&-\Delta-E\end{pmatrix},\qquad B=\begin{pmatrix}0&0\\ \tau&0\end{pmatrix},$$

so $N=2$, $r=1$, $V_\perp^\dagger AU_\perp=\tau f^*$. With $w=(E^2-\Delta^2)/\tau^2-1-|f|^2$, $\lambda=e^{-iq/2}\mu$ and $\mu=e^{ik_\perp a_\perp}$, the roots obey $\mu+1/\mu=x$, $x=w/|f|$.

Parameters: $\Delta=0.05$ Ha, $t=-0.1$ Ha, $s=0.1$, $d=3$ bohr, $a_\perp=4.5$ bohr, $q=0.8\pi$, $f=0.190983+0.587785i$, $|f|=0.618034$. The gap example has $E=0.02$ Ha, $\tau=-0.102$ Ha, and $\mu=-0.480201$ for $\lambda_{\rm in}$, $-2.082459$ for $\lambda_{\rm out}$.

## Flux and the retarded set

For finite nonzero roots $a,b$, take $\phi_a^\dagger P(\lambda_b)\phi_b=0$ and the adjoint of $P(\lambda_a)\phi_a=0$ applied to $\phi_b$. With $u=\phi_a^\dagger B\phi_b$ and $u'=\phi_a^\dagger B^\dagger\phi_b$, subtraction removes $A$:

$$(\lambda_b-1/\lambda_a^*)u+(1/\lambda_b-\lambda_a^*)u'=0 .$$

Multiplying by $\lambda_a^*\lambda_b$ and factoring gives

$$(\lambda_a^*\lambda_b-1)J_{ab}=0,\qquad J_{ab}=i(\lambda_bu-\lambda_a^*u').$$

So $J_{ab}$ can be nonzero only when $\lambda_b=1/\lambda_a^*$. To identify $J$, take a simple root on the circle. Differentiating $\phi^\dagger P\phi=0$ along the band, the terms with $d\phi$ vanish because $P$ is Hermitian and $P\phi=0$. What remains is $\partial_\theta P=i\lambda B-iB^\dagger/\lambda$ and $\partial_EP=-S(\theta)$, hence

$$\frac{dE}{d\theta}=\frac{J_{aa}}{\phi^\dagger S(\theta)\phi}.$$

$J$ is the flux from layer to layer. An evanescent mode carries none alone; a superposition with its partner can. In the gap example the diagonal is zero to rounding ($6.1\times10^{-17}$ Ha), and the partner element is 0.0612 Ha for unit vectors $\phi$.

For $dE/d\theta\ne0$, $\theta(E)$ is analytic, and $E\to E+i\eta$ gives $\delta\theta=i\eta/(dE/d\theta)$ to first order, so $\ln|\lambda|\approx-\eta/(dE/d\theta)$. Roots with $J_{aa}>0$ move inside the circle. These and the roots with $|\lambda|<1$ form the retarded set. To count it, note that at $z=E+i\eta$ the Bloch determinant is $\det S(\theta)\prod_j(E_j(\theta)-z)$. Each factor $E_j-z$ is periodic in $\theta$ and stays in the lower half plane, and $\det S>0$, so the phase does not wind. By the argument principle $\lambda^N\det P$ then has $N$ zeros inside the circle. Let $\eta\to0$ at an energy where no Bloch root has $dE/d\theta=0$: if $n_{\rm in}$ roots lie inside and $n_R$, $n_L$ move right and left, $n_{\rm in}+n_R=N$. The pairing gives $2n_{\rm in}+n_R+n_L=2N$, so $n_R=n_L$. Removing the $N-r$ dropped zeros, the small pencil has $r$ retarded roots.

At $E=0.12$ Ha (3.2654 eV), $\tau=-0.112$ Ha and $x=2\cos k_\perp a_\perp=-0.701103$, so $k_\perp=\pm0.428657$ bohr$^{-1}$. Differentiating $w(E)=2|f|\cos k_\perp a_\perp$ gives $dE/d\theta=-2|f|\sin(k_\perp a_\perp)/w'$ with $w'=2E/\tau^2+2s(E^2-\Delta^2)/\tau^3=17.44$ Ha$^{-1}$. Since $w'>0$, the root with negative $k_\perp$, $\lambda=-0.999032+0.043986i$, is the right-mover: $dE/d\theta=0.066383$ Ha and $v=4.5\times0.066383=0.2987$ a.u. For $\eta=10^{-7}$ Ha the prediction $-10^{-7}/0.066383=-1.5064\times10^{-6}$ matches the root computed at complex energy. The sign of $J$, not of $k_\perp$, selects the mode.

## Surface Green function and edge state

Keep layers $n\ge1$. The first block column of $\mathcal G$ obeys $-A\mathcal G_{11}-B\mathcal G_{21}=I$ and the homogeneous equation for $n\ge2$. So $\Phi_2=(\alpha_2,\beta_1)$ lies in the retarded subspace, spanned by $r$ columns $(X_\alpha;X_\beta)$, and $\alpha_2=X_\alpha X_\beta^{-1}\beta_1$. Inserting $B\mathcal G_{21}=U\Sigma X_\alpha X_\beta^{-1}U^\dagger\mathcal G_{11}$,

$$g_s=\mathcal G_{11}=-\left(A+U\Sigma X_\alpha X_\beta^{-1}U^\dagger\right)^{-1}.$$

A change of basis in the subspace cancels in $X_\alpha X_\beta^{-1}$. If $X_\beta$ is singular in a gap, a decaying solution has $\beta_0=0$; then $B^\dagger c_0=0$, layer 0 can be removed, and the solution is a surface state.

By hand, the $a$ row of layer 2 is $(\Delta-E)a_2+\tau fb_2+\tau b_1=0$ with $b_2=\lambda b_1$, so the term added to $A_{bb}$ is $\tau a_2/b_1=-\tau^2(1+f\lambda)/(\Delta-E)$. At $E=0.02$ Ha, $f\lambda_{\rm in}=|f|\mu=-0.296781$, and the term is $-0.010404\times0.703219/0.03=-0.243876$ Ha. The matrix $M$ to invert has diagonal $(0.03,-0.313876)$ and determinant $0.03(-0.313876)-0.010404\times0.618034^2=-0.0133903$. Then $g_{aa}=-M_{bb}/\det M=-23.441$ and $g_{bb}=-0.03/\det M=2.2404$ Ha$^{-1}$. In the band, $g_{aa}=11.190676-8.268796i$ Ha$^{-1}$; decimation, which eliminates every second layer repeatedly at $E+i\eta$, gives $11.190669-8.268800i$, a difference below $10^{-6}$ of $|g_{aa}|$.

The condition $X_\beta=0$ means no amplitude on $b$. The $a$ row then requires $E=\Delta$ and the $b$ row $f^*+\lambda=0$, so $\lambda=-f^*$, which decays if $|f|<1$; its partner is $-1/f$. Near $E=\Delta$, $M_{bb}\approx-\tau^2(1-|f|^2)/(\Delta-E)$ and $\det M\to-\tau^2$, so $g_{aa}\approx(1-|f|^2)/(E-\Delta)$, a pole whose residue is the weight of the state on the first layer. A 60-layer slab has a level at 0.05000000 Ha (1.3606 eV) with amplitude ratio $-0.190983+0.587785i$, and $\kappa=-\ln(0.618034)/4.5=0.1069$ bohr$^{-1}$. At $q=0.5\pi$, $|f|=1.414214$, the retarded root is $-1/f$, $|X_\beta|=0.7241$ for a unit column, and the nearest level of the 60-layer slab is 0.0170 Ha from $\Delta$.

## Nearly singular coupling

Let $B\to B+\epsilon R$ with $V_\perp^\dagger AU_\perp$ invertible, and seek roots of order $\epsilon$. In the bases used above, the upper left block is $\Sigma+O(\epsilon)$, the off-diagonal blocks are $O(\epsilon)$, and the lower right block is $\epsilon V_\perp^\dagger R^\dagger U_\perp+\lambda V_\perp^\dagger AU_\perp+O(\epsilon^2)$. Eliminating the upper block changes the lower one at $O(\epsilon^2)$. To leading order the former zero roots are the eigenvalues of $-\epsilon(V_\perp^\dagger AU_\perp)^{-1}V_\perp^\dagger R^\dagger U_\perp$, the partner of each nonzero one is of order $1/\epsilon$, and simple finite roots shift by $O(\epsilon)$. Discarding singular values of size $\epsilon$ therefore removes modes that fall per layer by a factor of at most about $\epsilon\,\|(V_\perp^\dagger AU_\perp)^{-1}\|$, together with their growing partners. The removed modes are well separated from those kept when this bound, and not merely $\epsilon$, is far below the smallest $|\lambda|$ of interest. In the honeycomb the bound is $\epsilon/|\tau f|$, so the threshold must be tightened as $q$ approaches $\pi$, where the kept root also shrinks in proportion to $|f|$. The estimate holds only while it stays far below the kept root; at $q=\pi$ itself $V_\perp^\dagger AU_\perp$ is singular and the small roots are of order $\sqrt\epsilon$.

## The method in general

1. Form $A$ and $B$ at real $E$; find $U,\Sigma,V$ and fix $r$ by a stated threshold.
2. Scan $\lambda_0$ on the unit circle for the largest smallest singular value of $P(\lambda_0)$. If the smallest singular value is zero at each of more than $2N$ distinct trial points, $\det Q\equiv0$; stop.
3. Build $K_0,K_1$ and solve by QZ in homogeneous form; recover $\phi$.
4. Check invariance under $\lambda\to1/\lambda^*$, $n_R=n_L$, and $r$ retarded roots.
5. Form $g_s$. In a gap, a QZ ordered with $|\lambda|<1$ first supplies the subspace without eigenvectors.

Where $dE/d\theta=0$, at a band edge or at a stationary inflection inside a band, $J_{aa}=0$, and the selection by sign and the counts that rest on it are undefined; at degenerate Bloch roots $J$ must be diagonalized, with the metric $S(\theta)$, within the degenerate space. Doubling the layer replaces each finite nonzero root $\lambda$ by $\lambda^2$ and leaves the rank unchanged, and in the gap example gives $0.480201^2=0.230593$ and 4.336637, with three roots at zero and three at infinity.

A random complex model with overlap, $N=6$, $r=2$, at $E=0.1$ Ha in a gap, has four roots at zero, four at infinity and moduli 0.03102, 0.17815, 5.61309, 32.23718, whose outer and inner products are 1 within the rounding of the printed values. The largest mismatch under $\lambda\to1/\lambda^*$, relative to the root, is $5.3\times10^{-15}$; under $\lambda\to1/\lambda$ it is 1.994. On this model the coefficient symmetry and $|a_{N-r}|$ were tested on Fourier-sampled determinants, the velocities against finite differences of Bloch bands, and $g_s$ against decimation and ordered QZ. For $\epsilon=2\times10^{-6}$ and $R$ of unit norm the largest former zero root is $5.2\times10^{-7}$, in line with the leading-order formula, and the four finite roots move by at most $9.9\times10^{-6}$ of their size. The computed figures are listed in the numerical output below; the intermediate values of the hand calculations follow from them.

## Values computed for the example and the checks

```
random model: N = 6, r = 2, E = 0.1 Ha, zero roots 4, infinite roots 4
random model |lam|: 0.03102 0.17815 5.61309 32.23718
random model pairing error 5.3e-15, error of lam->1/lam 1.994
eps = 2e-6: max spurious |lam| 5.211e-07, rel. shift of true roots 9.916e-06
Delta = 0.05 Ha, t = -0.1 Ha, s = 0.1, bond = 3.0 bohr, a_perp = 4.5 bohr, q/pi = 0.8
f = 0.190983+0.587785i, |f| = 0.618034
gap: E = 0.02 Ha = 0.5442 eV, tau = -0.1020 Ha, sigma(B) = 0.1020 Ha
gap: mu+1/mu = -2.562661, mu = -0.480201, -2.082459; zero roots 1, infinite 1
gap: arg(l0) = -1.078097 rad, det P(l0) = -2.913360e-02 Ha^2
gap: K0 rows 0.425687-0.039196i, 0.245078+0.000000i; 0.049681-0.092541i, 0.237119-0.524544i
gap: K1 rows -0.237119-0.524544i, 0.115923+0.215928i; 0.105033+0.000000i, -0.425687-0.039196i
gap: lam_in = -0.148390+0.456699i, |lam_in| = 0.480201
gap: lam_out = -0.643515+1.980536i, |lam_out| = 2.082459
gap: conj(lam_in) lam_out = 1.000000+0.000000i, lam_in lam_out = -0.809017-0.587785i
gap: kappa = 0.163011 1/bohr = 0.308046 1/Angstrom, 1/kappa = 6.1346 bohr
gap: 81-layer G ratio right -0.148390+0.456699i, left -0.148390-0.456699i
gap: |J| diagonal max 6.1e-17 Ha, partner 0.061232 Ha
gap: g_s AA = -23.44064, BB = 2.24043 1/Ha
gap, doubled layer: |roots| 0.230593, 4.336637; zero 3, infinite 3
band: E = 0.12 Ha = 3.2654 eV, tau = -0.1120 Ha, mu+1/mu = -0.701103, eta = 1e-07 Ha
band: lam = 0.782379+0.622802i, k_perp = 0.428657 1/bohr, dE/dtheta = -0.066383 Ha, v = -0.298724 a.u., ln|lam(E+i eta)| = 1.5064e-06
band: lam = -0.999032+0.043986i, k_perp = -0.428657 1/bohr, dE/dtheta = 0.066383 Ha, v = 0.298724 a.u., ln|lam(E+i eta)| = -1.5064e-06
band: g_s AA modes 11.190676-8.268796i, decimation 11.190669-8.268800i 1/Ha
det A = 0 at E = 0.083575 Ha: sigma_min(A) = 6.6e-19 Ha, mu+1/mu = -1.618034
det A = 0: lam = 0.309017+0.951057i, -0.809017+0.587785i
edge: slab level 0.05000000 Ha = 1.3606 eV, |X_beta| = 0.0e+00
edge: lam = -0.190983+0.587785i, slab ratio -0.190983+0.587785i, kappa = 0.106936 1/bohr
q/pi = 0.5: |f| = 1.414214, |X_beta| = 0.7241, nearest slab level off by 0.01703 Ha
q = pi, E = 0.02 Ha: zero roots 2, infinite 2, nullity of B^+ 1
q = pi: flat band at E = 0.122921 Ha, singular pencil flagged: True
```
